# The Blue-Moon Mean Force: Reweighting, the Multiplier and the Second-Derivative Term: a numerical check

```python
"""
Blue-moon mean force.  For a variable xi(x) held at s by M a = -grad V + lam*g,
    dF/ds = < Z^(-1/2) (lam + kT*G) >_c / < Z^(-1/2) >_c ,
F = -kT ln(density of xi), g = grad xi, Z = g.M^-1.g, w = M^-1 g / Z,
G = w.Hessian(xi).w, and < >_c is the average over constrained dynamics.
For a distance Z is constant and G = 0, so dF/ds = < lam >_c.

Model: heavy atoms A and B, light atom L; r1 = AL, r2 = BL, R = AB.
V = k1 (r1-a)^2/2 + k2 (r2-a)^2/2 + kR (R-R0)^2/2, Hartree atomic units.
xi = c1*r1 + c2*r2: c = (1,-1) is the difference, c = (1,0) the distance.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation

kT = 0.002
mA, mB, mL = 20000.0, 30000.0, 2000.0
k1, k2, kR = 0.02, 0.04, 0.5
a, R0 = 2.3, 2.5
DIFF, DIST = (1.0, -1.0), (1.0, 0.0)
s_diff, s_dist = 0.8, 2.8
mass9 = np.repeat([mA, mB, mL], 3)


def local_terms(c, r1, r2, R):
    """Z, G and the velocity-averaged multiplier at given distances."""
    c1, c2 = c
    cosL = (r1**2 + r2**2 - R**2) / (2 * r1 * r2)
    cosA = (r1**2 + R**2 - r2**2) / (2 * r1 * R)
    cosB = (r2**2 + R**2 - r1**2) / (2 * r2 * R)
    i1, i2 = 1 / mA + 1 / mL, 1 / mB + 1 / mL
    Z = c1**2 * i1 + c2**2 * i2 + 2 * c1 * c2 * cosL / mL
    G = c1 * c2 * (1 - cosL**2) * (c2 / r1 + c1 / r2) / (mL * Z)**2
    push = (k1 * (r1 - a) * (c1 * i1 + c2 * cosL / mL)
            + k2 * (r2 - a) * (c2 * i2 + c1 * cosL / mL)
            + kR * (R - R0) * (c1 * cosA / mA + c2 * cosB / mB))
    laplacian = 2 * c1 * i1 / r1 + 2 * c2 * i2 / r2
    lam = (push - kT * laplacian) / Z + kT * G
    return Z, G, lam


nodes, node_w = np.polynomial.legendre.leggauss(100)


def surface(c, s):
    """Distances and unconstrained Boltzmann weights on xi = s."""
    half_R = 8 * np.sqrt(kT / kR)
    R = (R0 + half_R * nodes)[:, None]
    if c == DIFF:
        low, high = R, 2 * a + 4.0
    else:
        low, high = np.abs(s - R), s + R
    t = low + (high - low) * (nodes[None, :] + 1) / 2
    weight = half_R * node_w[:, None] * (high - low) / 2 * node_w[None, :]
    if c == DIFF:
        r1, r2, weight = (t + s) / 2, (t - s) / 2, weight / 2
    else:
        r1, r2 = s + 0 * t, t
    V = (k1 * (r1 - a)**2 + k2 * (r2 - a)**2 + kR * (R - R0)**2) / 2
    return r1, r2, R + 0 * t, weight * r1 * r2 * R * np.exp(-V / kT)


def free_energy(c, s):
    return -kT * np.log(surface(c, s)[3].sum())


def slope(f, s, h=1e-3):
    return (f(s + h) - f(s - h)) / (2 * h)


def quadrature_means(c, s):
    r1, r2, R, w = surface(c, s)
    Z, G, lam = local_terms(c, r1, r2, R)
    wc = w * np.sqrt(Z)
    free = lambda f: (w * f).sum() / w.sum()
    cons = lambda f: (wc * f).sum() / wc.sum()
    return dict(full=free(lam + kT * G), no_G=free(lam),
                no_weight=cons(lam + kT * G), raw=cons(lam),
                kTG=free(kT * G), sum_free=free(r1 + r2),
                sum_cons=cons(r1 + r2),
                spread=np.sqrt(cons(Z**2) - cons(Z)**2) / cons(Z))


# ---- Z and G from finite differences in Cartesian space ----
def place(p):
    """Cartesian positions from (xi, r1+r2, R, three Euler angles, shift)."""
    r1, r2, R = (p[1] + p[0]) / 2, (p[1] - p[0]) / 2, p[2]
    xL = (r1**2 - r2**2 + R**2) / (2 * R)
    body = np.array([[0, 0, 0], [R, 0, 0], [xL, np.sqrt(r1**2 - xL**2), 0]])
    turn = Rotation.from_euler("ZXZ", p[3:6]).as_matrix()
    return (body @ turn.T + p[6:9]).ravel()


def dist_AL(x):
    return np.linalg.norm(x[6:9] - x[0:3])


def diff_AL_BL(x):
    return dist_AL(x) - np.linalg.norm(x[6:9] - x[3:6])


def numeric_Z_w(xi, x, h=1e-4):
    g = np.array([(xi(x + h * e) - xi(x - h * e)) / (2 * h)
                  for e in np.eye(9)])
    Z = (g * g / mass9).sum()
    return Z, g / mass9 / Z


def numeric_G(xi, x, h=1e-3):
    w = numeric_Z_w(xi, x)[1]
    return (xi(x + h * w) - 2 * xi(x) + xi(x - h * w)) / h**2


metric_ratios = []
for p in ([0.8, 4.9, 2.5, 0.3, 1.1, 0.7, 0.1, 0.2, 0.3],
          [0.8, 4.1, 2.6, 1.3, 0.6, 2.0, 0.0, 0.5, 0.1],
          [-0.5, 5.6, 2.3, 2.2, 2.1, 0.4, 0.4, 0.0, 0.2]):
    p = np.array(p)
    x = place(p)
    r1, r2, R = (p[1] + p[0]) / 2, (p[1] - p[0]) / 2, p[2]
    for c, xi in ((DIFF, diff_AL_BL), (DIST, dist_AL)):
        Z, G, _ = local_terms(c, r1, r2, R)
        Zn, w = numeric_Z_w(xi, x)
        assert abs(Zn / Z - 1) < 1e-6
        assert abs(numeric_G(xi, x) - G) < 1e-6
        h = 1e-3
        along = np.log(numeric_Z_w(xi, x + h * w)[0]
                       / numeric_Z_w(xi, x - h * w)[0]) / (2 * h)
        assert abs(along / 2 - G) < 1e-5
    # mass metric on the constraint surface against volume * sqrt(Z)
    h = 1e-5
    J = np.array([(place(p + h * e) - place(p - h * e)) / (2 * h)
                  for e in np.eye(9)]).T
    metric = J[:, 1:].T @ (mass9[:, None] * J[:, 1:])
    volume = r1 * r2 * R * np.sin(p[4])
    Z = local_terms(DIFF, r1, r2, R)[0]
    metric_ratios.append(np.sqrt(np.linalg.det(metric) / Z) / volume)
metric_ratios = np.array(metric_ratios)
metric_error = np.ptp(metric_ratios) / metric_ratios.mean()
assert metric_error < 1e-6

# ---- mean force: derivative of the density against derived integrand ----
exact_diff = slope(lambda s: free_energy(DIFF, s), s_diff)
exact_dist = slope(lambda s: free_energy(DIST, s), s_dist)
q_diff = quadrature_means(DIFF, s_diff)
q_dist = quadrature_means(DIST, s_dist)
assert abs(q_diff["full"] - exact_diff) < 1e-8
assert abs(q_dist["raw"] - exact_dist) < 1e-8
assert abs(q_diff["no_G"] - exact_diff) > 5e-5
assert abs(q_diff["no_weight"] - exact_diff) > 5e-5

# ---- relabelling the same surfaces by the squared distance ----
x_test = place(np.array([0.8, 4.8, 2.5, 0.3, 1.1, 0.7, 0, 0, 0]))
G_square = numeric_G(lambda x: dist_AL(x)**2, x_test)
assert abs(dist_AL(x_test) - s_dist) < 1e-10
assert abs(G_square - 1 / (2 * s_dist**2)) < 1e-6
F_square = lambda t: free_energy(DIST, np.sqrt(t)) + kT * np.log(2 * np.sqrt(t))
slope_square = slope(F_square, s_dist**2)
lam_square = q_dist["raw"] / (2 * s_dist)
assert abs(slope_square - lam_square - kT * G_square) < 1e-8

# ---- free-energy difference by integrating the mean force ----
gx, gw = np.polynomial.legendre.leggauss(6)
along_path = [quadrature_means(DIFF, s_diff * (t + 1) / 2) for t in gx]
integral = {key: s_diff / 2 * sum(w * m[key] for w, m in zip(gw, along_path))
            for key in ("full", "no_G", "no_weight", "raw")}
delta_F = free_energy(DIFF, s_diff) - free_energy(DIFF, 0.0)
assert abs(integral["full"] - delta_F) < 1e-7

# ---- constrained dynamics; lam is taken from the constraint solver ----
n_copies, n_equil, n_steps = 2000, 400, 2500
dt, friction = 20.0, 0.004


def ratio(num, den):
    """Ratio of means over independent copies, with its standard error."""
    value = num.mean() / den.mean()
    spread = np.std(num - value * den, ddof=1) / den.mean()
    return value, spread / np.sqrt(len(num))


def constrained_dynamics(c, s, start, seed):
    rng = np.random.default_rng(seed)
    c1, c2 = c
    inv_m = 1 / np.array([mA, mB, mL])[:, None, None]
    x = np.repeat(start.reshape(3, 3, 1), n_copies, axis=2)
    sigma_v = np.sqrt(kT * inv_m)
    v = sigma_v * rng.standard_normal(x.shape)
    keep = np.exp(-friction * dt)
    kick = np.sqrt(1 - keep**2) * sigma_v
    sums = np.zeros((6, n_copies))
    worst = 0.0

    def bonds(x):
        d1, d2 = x[2] - x[0], x[2] - x[1]
        return d1, d2, np.sqrt((d1 * d1).sum(0)), np.sqrt((d2 * d2).sum(0))

    def forces(x):
        d1, d2, r1, r2 = bonds(x)
        u1, u2, d = d1 / r1, d2 / r2, x[1] - x[0]
        R = np.sqrt((d * d).sum(0))
        p1, p2 = k1 * (r1 - a) * u1, k2 * (r2 - a) * u2
        pR = kR * (R - R0) * d / R
        force = np.stack([p1 + pR, p2 - pR, -p1 - p2])
        g = np.stack([-c1 * u1, -c2 * u2, c1 * u1 + c2 * u2])
        return force, g, r1, r2, (u1 * u2).sum(0)

    force, g, r1, r2, cosL = forces(x)
    for step in range(n_equil + n_steps):
        y = inv_m * g
        Z = (g * y).sum((0, 1))
        v = keep * v + kick * rng.standard_normal(x.shape)
        v -= y * ((g * v).sum((0, 1)) / Z)
        v += 0.5 * dt * inv_m * force
        x_new = x + dt * v
        lam = np.zeros(n_copies)
        for _ in range(5):
            _, _, b1, b2 = bonds(x_new)
            change = (s - c1 * b1 - c2 * b2) * 2 / (dt**2 * Z)
            x_new += 0.5 * dt**2 * change * y
            lam += change
        if step >= n_equil:
            G = (c1 * c2 * (1 - cosL**2) * (c2 / r1 + c1 / r2)
                 / (mL * Z)**2)
            weight = 1 / np.sqrt(Z)
            velocity_part = lam + (y * force).sum((0, 1)) / Z
            sums += np.stack([weight * (lam + kT * G), weight, lam,
                              r1 + r2, weight * (r1 + r2), velocity_part])
        v += 0.5 * dt * lam * y
        x = x_new
        force, g, r1, r2, cosL = forces(x)
        v += 0.5 * dt * inv_m * force
        worst = max(worst, np.abs(c1 * r1 + c2 * r2 - s).max())
    assert worst < 1e-8
    sums /= n_steps
    one = np.ones(n_copies)
    return dict(full=ratio(sums[0], sums[1]), raw=ratio(sums[2], one),
                sum_cons=ratio(sums[3], one),
                sum_free=ratio(sums[4], sums[1]),
                velocity=ratio(sums[5], one))


shift = s_diff / 2 * (k2 - k1) / (k1 + k2)
r1_ref, r2_ref = a + shift + s_diff / 2, a + shift - s_diff / 2
start_diff = place(np.array([s_diff, r1_ref + r2_ref, R0] + [0.0] * 6))
start_dist = place(np.array([s_dist - a, s_dist + a, R0] + [0.0] * 6))
md_diff = constrained_dynamics(DIFF, s_diff, start_diff, 11)
md_dist = constrained_dynamics(DIST, s_dist, start_dist, 12)

# four standard errors plus an allowance for the finite time step
step_force, step_length = 1e-5, 2e-3


def agrees(estimate, reference, allowance):
    return abs(estimate[0] - reference) < 4 * estimate[1] + allowance


assert agrees(md_diff["full"], exact_diff, step_force)
assert agrees(md_diff["raw"], q_diff["raw"], step_force)
assert not agrees(md_diff["raw"], exact_diff, step_force)
assert agrees(md_diff["sum_cons"], q_diff["sum_cons"], step_length)
assert agrees(md_diff["sum_free"], q_diff["sum_free"], step_length)
assert not agrees(md_diff["sum_cons"], q_diff["sum_free"], step_length)
assert agrees(md_dist["raw"], exact_dist, step_force)
assert agrees(md_dist["velocity"], -2 * kT / s_dist, step_force)

# ---- output ----
kelvin = physical_constants["hartree-kelvin relationship"][0]
eV = physical_constants["Hartree energy in eV"][0]
angstrom = physical_constants["Bohr radius"][0] * 1e10
Z_ref, G_ref, _ = local_terms(DIFF, r1_ref, r2_ref, R0)
fu = "mhartree/bohr"


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


def show_md(label, pair, scale, unit, digits=4):
    print(f"{label}: {scale * pair[0]:.{digits}f}"
          f" +- {scale * pair[1]:.{digits}f} {unit}")


print(f"masses A, B, L: {mA:.0f}, {mB:.0f}, {mL:.0f} m_e")
print(f"springs k1, k2, kR: {k1}, {k2}, {kR} hartree/bohr^2")
print(f"rest lengths a, R0: {a}, {R0} bohr")
print(f"kT: {kT} hartree (temperature {kT * kelvin:.1f} K)")
print(f"copies, equilibration steps, steps: {n_copies}, {n_equil}, {n_steps}")
print(f"time step: {dt:.0f} a.u.; friction: {friction} 1/a.u.")
print(f"metric test, relative spread: {metric_error:.1e}")
print(f"DIFFERENCE r1-r2 = {s_diff} bohr")
print(f"lowest-energy r1, r2: {r1_ref:.4f}, {r2_ref:.4f} bohr")
show("Z there", 1e4 * Z_ref, "1e-4/m_e")
show("G there", G_ref, "1/bohr")
show("relative spread of Z, constrained", 100 * q_diff["spread"], "%", 2)
show("dF/ds from density", 1e3 * exact_diff, fu)
show("dF/ds from density", exact_diff * eV / angstrom, "eV/angstrom", 5)
show("dF/ds from derived integrand", 1e3 * q_diff["full"], fu)
show("mean kT*G, weighted", 1e3 * q_diff["kTG"], fu)
show("without G", 1e3 * q_diff["no_G"], fu)
show("without weight", 1e3 * q_diff["no_weight"], fu)
show("bare multiplier, no weight, no G", 1e3 * q_diff["raw"], fu)
show_md("dynamics, full formula", md_diff["full"], 1e3, fu)
show_md("dynamics, bare multiplier", md_diff["raw"], 1e3, fu)
show("mean r1+r2, unconstrained at s", q_diff["sum_free"], "bohr")
show("mean r1+r2, constrained", q_diff["sum_cons"], "bohr")
show_md("dynamics, r1+r2 unweighted", md_diff["sum_cons"], 1, "bohr")
show_md("dynamics, r1+r2 weighted", md_diff["sum_free"], 1, "bohr")
show("F(0.8)-F(0) from density", 1e3 * delta_F, "mhartree")
show("F(0.8)-F(0) from density", 1e3 * delta_F * eV, "meV", 2)
show("same, integrated mean force", 1e3 * integral["full"], "mhartree")
show("same, without G", 1e3 * integral["no_G"], "mhartree")
show("same, without weight", 1e3 * integral["no_weight"], "mhartree")
show("same, bare multiplier", 1e3 * integral["raw"], "mhartree")
print(f"DISTANCE r1 = {s_dist} bohr")
show("dF/ds from density", 1e3 * exact_dist, fu)
show_md("dynamics, bare multiplier", md_dist["raw"], 1e3, fu)
show_md("dynamics, velocity part of lam", md_dist["velocity"], 1e3, fu)
show("-2kT/r", -2e3 * kT / s_dist, fu)
show("G for r^2 as variable", G_square, "1/bohr^2", 5)
show("dF/d(r^2) from density", 1e3 * slope_square, "mhartree/bohr^2")
show("multiplier for r^2", 1e3 * lam_square, "mhartree/bohr^2")
show("kT*G for r^2", 1e3 * kT * G_square, "mhartree/bohr^2")
print("checks complete")
```

Printed output:

```
masses A, B, L: 20000, 30000, 2000 m_e
springs k1, k2, kR: 0.02, 0.04, 0.5 hartree/bohr^2
rest lengths a, R0: 2.3, 2.5 bohr
kT: 0.002 hartree (temperature 631.6 K)
copies, equilibration steps, steps: 2000, 400, 2500
time step: 20 a.u.; friction: 0.004 1/a.u.
metric test, relative spread: 5.1e-11
DIFFERENCE r1-r2 = 0.8 bohr
lowest-energy r1, r2: 2.8333, 2.0333 bohr
Z there: 5.7022 1e-4/m_e
G there: -0.0787 1/bohr
relative spread of Z, constrained: 14.35 %
dF/ds from density: 10.5248 mhartree/bohr
dF/ds from density: 0.54121 eV/angstrom
dF/ds from derived integrand: 10.5248 mhartree/bohr
mean kT*G, weighted: -0.1562 mhartree/bohr
without G: 10.6809 mhartree/bohr
without weight: 10.6721 mhartree/bohr
bare multiplier, no weight, no G: 10.8280 mhartree/bohr
dynamics, full formula: 10.5344 +- 0.0043 mhartree/bohr
dynamics, bare multiplier: 10.8379 +- 0.0043 mhartree/bohr
mean r1+r2, unconstrained at s: 4.9227 bohr
mean r1+r2, constrained: 4.8989 bohr
dynamics, r1+r2 unweighted: 4.8983 +- 0.0007 bohr
dynamics, r1+r2 weighted: 4.9221 +- 0.0007 bohr
F(0.8)-F(0) from density: 4.0971 mhartree
F(0.8)-F(0) from density: 111.49 meV
same, integrated mean force: 4.0971 mhartree
same, without G: 4.1559 mhartree
same, without weight: 4.2045 mhartree
same, bare multiplier: 4.2632 mhartree
DISTANCE r1 = 2.8 bohr
dF/ds from density: 9.2857 mhartree/bohr
dynamics, bare multiplier: 9.2829 +- 0.0099 mhartree/bohr
dynamics, velocity part of lam: -1.4288 +- 0.0022 mhartree/bohr
-2kT/r: -1.4286 mhartree/bohr
G for r^2 as variable: 0.06378 1/bohr^2
dF/d(r^2) from density: 1.7857 mhartree/bohr^2
multiplier for r^2: 1.6582 mhartree/bohr^2
kT*G for r^2: 0.1276 mhartree/bohr^2
checks complete
```
